# Climbing-image nudged elastic band, built from the failures of simpler bands

Stretch a chain of points between two stable positions of an adatom, let each point follow the force, and the barrier disappears: the points slide into the two wells. Join them by springs and they stay apart, but the springs now pull the chain off the diffusion path. Remove that defect too, and the highest point generally still sits beside the saddle instead of on it, so the barrier comes out too low. For hopping at an interconnect interface this matters because the thermal factor in the hop rate is $e^{-\Delta E/k_BT}$: a barrier too low by $\eta$ multiplies that factor by $e^{\eta/k_BT}$.

Each failure identifies a force component that must be changed. Together the changes give the climbing-image nudged elastic band.

## A potential with an off-centre saddle

The atom moves in the plane, $\mathbf r=(x,y)$, over a rigid square array of wells, with an attractive impurity beside the path:

$$V=\frac{V_0}{2}\,[2-\cos qx-\cos qy]-A\,g,\qquad g=e^{-d^2/2w^2}.$$

Here $q=2\pi/a$, $\mathbf d=\mathbf r-\mathbf r_{\rm imp}$ and $d=|\mathbf d|$. The parameters are $V_0=0.020$ hartree, $a=5.0$ bohr, $A=0.012$ hartree, $w=1.2$ bohr and $\mathbf r_{\rm imp}=(3.2,1.4)$ bohr. They are round model values and describe no particular metal.

Since $\partial_i g=-g\,d_i/w^2$, the force $\mathbf F=-\nabla V$ is

$$F_i=-\frac{V_0q}{2}\sin(qr_i)-\frac{A g}{w^2}d_i .$$

The last term points towards the impurity, as attraction requires. Differentiating $-F_i$ once more gives the Hessian

$$H_{ij}=\frac{V_0q^2}{2}\cos(qr_i)\,\delta_{ij}+A g\left(\frac{\delta_{ij}}{w^2}-\frac{d_id_j}{w^4}\right).$$

Without the impurity, symmetry puts the saddle at $(a/2,0)$ with energy $V_0$ and curvatures $\mp V_0q^2/2$ along $x$ and $y$. A weak impurity force $\mathbf f$ shifts it by $\delta\mathbf r$, where $\mathbf f-H\delta\mathbf r=0$. Both components of $\mathbf f$ are positive at $(a/2,0)$, but the curvatures differ in sign. To first order the saddle therefore moves towards the impurity in $y$ and away from it in $x$. A method that merely picks the midpoint will fail here.

## Why ordinary springs spoil the path

Let the images be $\mathbf r_0,\dots,\mathbf r_N$, with the ends fixed at the minima. If every interior image feels the full true force and full spring forces, equilibrium requires

$$\mathbf F_i+k(\mathbf r_{i+1}-2\mathbf r_i+\mathbf r_{i-1})=0 .$$

Consider a smooth band with spacing $\ell$, curvature $\kappa$ and unit tangent $\mathbf t$. To leading order the second difference has a normal part $\ell^2\kappa$, directed towards the centre of curvature. If the valley has transverse curvature $C$, a sideways displacement $u$ produces a restoring force $-Cu$. Balance gives

$$u=\frac{k\ell^2\kappa}{C}.$$

The band cuts the corner. Along the band, with segment lengths $\ell_+$ ahead and $\ell_-$ behind,

$$k(\ell_+-\ell_-)=-\mathbf F_i\cdot\mathbf t .$$

On the way up, $\mathbf F_i\cdot\mathbf t<0$, so each segment is longer than the one before it. On the way down the inequality reverses. The longest segments lie near the saddle, where resolution is most needed. Stiff springs reduce this second error but increase the first.

The cure is to give the two forces separate jobs. The true force acts across the band and the spring force along it:

$$\mathbf F_i^{\rm band}=(1-\mathbf t\mathbf t^{T})\mathbf F_i+k(\ell_+-\ell_-)\,\mathbf t .$$

The two terms are orthogonal, so their sum vanishes only if each vanishes. At convergence the true force has no component across the band, and the spacing is uniform. The value of $k$ affects how the band gets there, but it has dropped out of the equilibrium conditions. "Across" refers to the tangent built from the images. A one-sided tangent is turned from the true path direction by about $\kappa\ell/2$, so the images keep a sideways error of order $|\mathbf F\cdot\mathbf t|\,\kappa\ell/(2C)$. This error does not depend on $k$ and shrinks roughly in proportion to $\ell$.

## Which tangent?

The projection needs a tangent built from discrete points, and the choice affects stability. Take a straight valley with uphill slope $G>0$ along the band and transverse curvature $C$. Image $i$ has a small sideways displacement $u_i$, and the chosen tangent has slope $\sigma_i$. Then $\mathbf F=(-G,-Cu_i)$, the normal is $(-\sigma_i,1)$ to first order, and the transverse force is $G\sigma_i-Cu_i$.

If the tangent points to the higher neighbour, $\sigma_i=(u_{i+1}-u_i)/\ell$. For a ripple $u_j\propto e^{i\phi j}$ on a long uniform stretch, the real part of the growth rate is

$$-C-\frac{G}{\ell}(1-\cos\phi),$$

so every ripple decays. The lower neighbour gives $\sigma_i=(u_i-u_{i-1})/\ell$ and the rate $-C+(G/\ell)(1-\cos\phi)$. The ripple with $\phi=\pi$ then grows when $2G/\ell>C$. On a finite stretch with fixed ends each $u_i$ is driven by $u_{i-1}$ alone, so every eigenvalue equals $G/\ell-C$. For $C/2<G/\ell<C$ a small ripple is amplified as it passes along the band and then dies out; lasting linear growth needs $G/\ell>C$. Either way, steep slopes and close images favour kinks.

Write $\boldsymbol\tau_+=\mathbf r_{i+1}-\mathbf r_i$ and $\boldsymbol\tau_-=\mathbf r_i-\mathbf r_{i-1}$. On a slope, the unnormalized tangent is $\boldsymbol\tau_+$ if energy rises with $i$ and $\boldsymbol\tau_-$ if it falls. At an energy maximum or minimum of the band, let $\Delta_{\max}$ and $\Delta_{\min}$ be the larger and smaller of $|V_{i+1}-V_i|$ and $|V_{i-1}-V_i|$, and use

$$\boldsymbol\tau=\begin{cases}\Delta_{\max}\boldsymbol\tau_++\Delta_{\min}\boldsymbol\tau_-,&V_{i+1}>V_{i-1},\\ \Delta_{\min}\boldsymbol\tau_++\Delta_{\max}\boldsymbol\tau_-,&\text{otherwise.}\end{cases}$$

Then $\mathbf t=\boldsymbol\tau/|\boldsymbol\tau|$. When a maximum is about to become part of a rising slope, $V_{i+1}-V_i\to0$. The magnitude of this difference is $\Delta_{\min}$, and $V_{i+1}>V_{i-1}$, so the first line applies. Its second term vanishes, which leaves the direction of $\boldsymbol\tau_+$, the slope rule. The falling case is its mirror image. When $V_{i+1}=V_{i-1}$ the two weights are equal and both lines agree. The direction is thus continuous through these changes.

## The remaining error at the top

The projected band has no reason to place an image on the saddle. Let $\lambda_1<0$ be the curvature along the path there. An image on the path at a small distance $\delta$ has energy

$$V\simeq V_s-\tfrac12|\lambda_1|\delta^2 .$$

With uniform spacing the nearest image is at most about $\ell/2$ away, so the deficit is at most about $|\lambda_1|\ell^2/8$. This bound falls as $\ell^2$ when images are added, but the deficit itself also depends on where the images happen to fall, so one more image can even increase it.

With eight images including the ends, the relaxed band has its top image at $(2.070,0.266)$ bohr, $0.1902$ bohr from the saddle. The quadratic estimate is

$$\tfrac12(0.013826)(0.1902)^2=2.50\times10^{-4}\ \text{hartree}.$$

The actual deficit is $2.49\times10^{-4}$ hartree, or 1.7% of the forward barrier found below.

## Reversing one component

The top image should move uphill along the band and downhill across it. Removing its spring is not enough, because the projected true force cannot move it along the band. Restoring the full true force makes it slide down. Reversing the full force makes it climb in every direction, so that it seeks a maximum. The required change is to remove the spring and reverse the tangential component alone:

$$\mathbf F_c=\mathbf F-2(\mathbf F\cdot\mathbf t)\mathbf t=R\mathbf F,\qquad R=1-2\mathbf t\mathbf t^T .$$

The factor two has a simple origin: subtracting the component once removes it, and subtracting it again reverses it. Using $\mathbf t^T\mathbf t=1$,

$$R^2=1-4\mathbf t\mathbf t^T+4\mathbf t(\mathbf t^T\mathbf t)\mathbf t^T=1 .$$

If $\mathbf F_c=0$, multiplication by $R$ gives $\mathbf F=0$. The climber can therefore stop only at a true stationary point, whatever the springs or number of images. Moreover, $R$ is symmetric, so $|\mathbf F_c|^2=\mathbf F^TR^2\mathbf F=|\mathbf F|^2$. The convergence threshold on the climber is a threshold on its true force.

## Why it stops at a saddle

A vanishing force would also be found at a minimum or maximum. Stability distinguishes them. Let the images follow $d\mathbf r/ds=\mathbf F^{\rm band}$, with $\mathbf F_c$ for the climber; $s$ is a descent parameter, not physical time. Near a stationary point,

$$\delta\mathbf F_c=(\delta R)\mathbf F+R\,\delta\mathbf F=-RH\,\delta\mathbf r_c\equiv-M\,\delta\mathbf r_c .$$

The first term vanishes because $\mathbf F=0$ there, provided the tangent is differentiable. Neighbouring images enter through $\mathbf t$ alone, so they drop out at first order. In the Jacobian of the whole band, the climber's rows contain $-M$ and otherwise zeros. The eigenvalues of $-M$ are therefore eigenvalues of the whole Jacobian. A numerical Jacobian tests this result: the largest neighbour response is $1.4\times10^{-12}$ hartree/bohr², against curvatures of order $10^{-2}$.

The climber is linearly attracted if both eigenvalues $\mu$ of $M$ have positive real parts. In two dimensions they satisfy

$$\mu^2-(\operatorname{tr}M)\mu+\det M=0 .$$

This requires $\det M>0$ and $\operatorname{tr}M>0$. These conditions are also sufficient: real roots then share a positive sign, while complex roots have real part $\operatorname{tr}M/2$.

The matrix $R$ has eigenvalue $-1$ along $\mathbf t$ and $+1$ across it, so $\det R=-1$ and

$$\det M=-\det H=-\lambda_1\lambda_2 .$$

Positivity demands Hessian eigenvalues of opposite sign: one negative, one positive. Order them as $\lambda_1<0<\lambda_2$, with orthonormal eigenvectors $\mathbf e_1,\mathbf e_2$, and write $\mathbf t=\cos\theta\,\mathbf e_1+\sin\theta\,\mathbf e_2$. Then

$$\begin{aligned}\operatorname{tr}M&=\operatorname{tr}H-2\mathbf t^TH\mathbf t\\&=\lambda_1(1-2\cos^2\theta)+\lambda_2(1-2\sin^2\theta)\\&=(\lambda_2-\lambda_1)\cos2\theta .\end{aligned}$$

Since the sign of $\mathbf t$ is irrelevant, take $0\le\theta\le90^\circ$. The trace is positive for $\theta<45^\circ$. Thus a nondegenerate stationary point attracts the climber at linear order if and only if it has one negative Hessian eigenvalue and the band tangent lies within $45^\circ$ of that mode.

At $\theta=0$ the rates are $|\lambda_1|$ and $\lambda_2$: the image climbs along one mode and descends along the other. At $45^\circ$ the roots are purely imaginary, and linear theory predicts circulation without approach. Beyond $45^\circ$ the saddle repels the climber. At a minimum or maximum, $\det H>0$ makes $\det M<0$, so one direction is repelling.

Nonlinear trajectories with a fixed tangent test these statements. Started near the saddle, the distance from it changed by a factor $6.2\times10^{-3}$ at $35^\circ$ and by $153$ at $55^\circ$. Since $\cos70^\circ=-\cos110^\circ$, the traces of $M$ at these two angles are equal and opposite. The roots are complex in both cases, with real part $\operatorname{tr}M/2$, so linear theory gives decay at $35^\circ$ and growth at $55^\circ$ with exponential rates of equal size. Started $10^{-4}$ bohr from well A, with the tangent along $x$, the image left the minimum and ended about $2.24$ bohr away, close to the saddle. The printed ratio of $2.2\times10^4$ reflects that final distance, not a linear growth rate.

The criterion was derived for first-order motion, and the $45^\circ$ condition for two dimensions. In more dimensions, $\det M>0$ by itself implies no more than an odd number of negative Hessian eigenvalues, but attraction still implies exactly one. If all eigenvalues of $M$ have positive real parts, then $R(H+\alpha R)=M+\alpha$ is nonsingular for every $\alpha\ge0$. No eigenvalue of the symmetric matrix $H+\alpha R$ can then cross zero, so $H$ has as many negative eigenvalues as $R$, namely one. The condition on the tangent must there be read from the eigenvalues of $M$ itself.

## Choosing the step and stopping

The explicit update is $\mathbf r_i\leftarrow\mathbf r_i+h\mathbf F_i^{\rm band}$. An error mode of the climber is multiplied by $1-h\mu$ at each step. It shrinks if

$$|1-h\mu|^2=1-2h\operatorname{Re}\mu+h^2|\mu|^2<1,$$

which gives $h<2\operatorname{Re}\mu/|\mu|^2$ for each $\mu$. Here the limit is $128$ bohr²/hartree, close to the aligned value $2/\lambda_2$. Thirty steps at 0.9 of the limit reduced a small displacement to $7.1\times10^{-4}$ of its initial size; at 1.1 of the limit it grew by 136.

The springs impose a tighter condition. For small displacements $v_i$ along a straight uniform band, the spring force is $k(v_{i+1}-2v_i+v_{i-1})$. A wave of phase $\phi$ decays at rate $2k(1-\cos\phi)\le4k$, so $h<1/(2k)$ suffices for these modes. With $k=0.020$ hartree/bohr² this is $25$ bohr²/hartree. The transverse ripples add a third condition. With the uphill tangent a ripple is multiplied by $1-hC-h(G/\ell)(1-e^{i\phi})$ per step, which stays below one in magnitude for all $\phi$ if $h<2/(C+2G/\ell)$. Taking $G\approx V_0q/2=0.0126$ hartree/bohr, $C\approx0.016$ hartree/bohr² and $\ell\approx0.64$ bohr gives about $36$ bohr²/hartree. This limit tightens as images are added and can become the strictest one for close images or soft springs. The chosen $h=10$ lies below all three limits.

If iteration stops early, the climber is displaced by $\boldsymbol\delta$ from the saddle and $\mathbf F\simeq-H\boldsymbol\delta$. Hence $\boldsymbol\delta\simeq-H^{-1}\mathbf F$ and

$$V-V_s\simeq\tfrac12\boldsymbol\delta^TH\boldsymbol\delta=\tfrac12\mathbf F^TH^{-1}\mathbf F .$$

Within this quadratic approximation its magnitude is at most $|\mathbf F|^2/(2\min|\lambda|)$. A deliberately loose run left $|\mathbf F|=2.61\times10^{-5}$ hartree/bohr, for which the bound is

$$\frac{(2.61\times10^{-5})^2}{2(0.013826)}\simeq2.5\times10^{-8}\ \text{hartree}.$$

The actual error was $-2.46\times10^{-8}$ hartree. Its negative sign and closeness to the bound show that the remaining displacement was mainly along the unstable mode.

## The complete algorithm

1. Relax both end points to minima and fix them. Place the other images on the straight line between them.
2. At every iteration, compute all energies, true forces and tangents from the current band. Form $\mathbf F_i^{\rm band}$ and update all interior images together.
3. Stop this first relaxation when the largest band force falls below the tolerance, here $10^{-10}$ hartree/bohr.
4. Select the highest image as the climber and keep that index. Replace its force by $R\mathbf F$, leave the other forces unchanged, and relax again to the same tolerance.
5. At the climber, check the true force and diagonalize the Hessian.

The first relaxation lets the climber start from a relaxed band and its tangent instead of from the initial straight line. Here it took 342 iterations, and the climbing stage 147.

For an independent Hessian, use energies alone. With unit vectors $\mathbf u_i,\mathbf u_j$ and small $\epsilon$, set $\mathbf p=\epsilon(\mathbf u_i+\mathbf u_j)$ and $\mathbf m=\epsilon(\mathbf u_i-\mathbf u_j)$. Then

$$H_{ij}\simeq\frac{V(\mathbf r+\mathbf p)+V(\mathbf r-\mathbf p)-V(\mathbf r+\mathbf m)-V(\mathbf r-\mathbf m)}{4\epsilon^2}.$$

Odd terms cancel in each pair. The quadratic terms leave $\mathbf p^TH\mathbf p-\mathbf m^TH\mathbf m=4\epsilon^2H_{ij}$, which fixes the denominator.

## What the converged band shows

The climber reaches $(2.2588,0.2871)$ bohr with energy $0.0144490$ hartree. Its true force is $8\times10^{-13}$ hartree/bohr. The Hessian eigenvalues are $-0.01383$ and $+0.01562$ hartree/bohr²: one negative, as required. The tangent is $0.33^\circ$ from the unstable mode, well inside the $45^\circ$ limit. The displacement from $(2.5,0)$ bohr has the signs predicted for the impurity.

The climber has no spring, so it divides the band into two independently spaced parts. The printed positions give segments of about $0.750$ bohr on the A side and $0.639$ bohr on the B side. This inequality is intended: enforcing equal spacing across the climber would pull it off the saddle.

A direct root search for $\nabla V=0$, made without a band, gives the same saddle energy to the ten decimals printed. So does a band with twelve images and half the spring constant. Downhill trajectories started on opposite sides of the saddle reach wells A and B, which establishes that it connects the intended states.

None of this excludes a lower pass elsewhere, since the band explores the channel in which it starts. Flooding addresses that question: raise an energy level until the grid points below it first connect the two wells. On the square $-a/2\le x,y\le3a/2$ this occurs at $0.0144494$ hartree. The difference of about $4\times10^{-7}$ hartree is within the $10^{-5}$ hartree allowed for the finite grid. At that resolution, no lower connection exists inside the square.

The wells have energies $-0.0001795$ hartree at A and $-0.0023772$ hartree at B, so the barriers are

$$\begin{aligned}\Delta E_{A\to B}&=0.0144490+0.0001795\\&=0.0146285\ \text{hartree}\simeq0.398\ \text{eV},\\ \Delta E_{B\to A}&=0.0144490+0.0023772\\&=0.0168262\ \text{hartree}\simeq0.458\ \text{eV}.\end{aligned}$$

Both are below the impurity-free barrier of $0.020$ hartree. The impurity lowers the saddle more than either well; it also lowers B more than A, so the return barrier is higher than the forward one.

Two situations need more care. If the path has several humps, a coarse band may select the wrong one; each hump should then be resolved and the intermediate minima used as new end points. If a Hessian eigenvalue approaches zero, convergence slows, the quadratic energy estimate loses its basis, and higher derivatives decide the character of the point. The numerical output below gives the full set of positions, energies and checks.

## Table of computed values

```
corrugation V0 = 0.020 hartree
lattice period a = 5.0 bohr
impurity depth A = 0.012 hartree
impurity width w = 1.2 bohr
impurity site = (3.2, 1.4) bohr
spring k = 0.020 hartree/bohr^2
step h = 10.0 bohr^2/hartree
images including ends = 8
force tolerance = 1.0e-10 hartree/bohr
well A position = (0.025947, 0.011350) bohr
well A energy = -0.00017952 hartree
well B position = (4.793544, 0.159938) bohr
well B energy = -0.00237719 hartree
ordinary-band iterations = 342
ordinary top image = (2.069735, 0.266255) bohr
ordinary top energy = 0.01419967 hartree
distance from saddle = 0.190202 bohr
ordinary energy deficit = 2.4938e-04 hartree
quadratic deficit estimate = 2.5009e-04 hartree
climbing iterations = 147
climbing image index (from 0) = 3
image 0: x=0.02595 y=0.01135 bohr, V=-0.0001795 hartree
image 1: x=0.76853 y=0.11656 bohr, V=0.0035497 hartree
image 2: x=1.51324 y=0.20552 bohr, V=0.0108570 hartree
image 3: x=2.25880 y=0.28705 bohr, V=0.0144490 hartree
image 4: x=2.89600 y=0.33810 bohr, V=0.0118202 hartree
image 5: x=3.53499 y=0.35623 bohr, V=0.0057482 hartree
image 6: x=4.17273 y=0.31235 bohr, V=-0.0000347 hartree
image 7: x=4.79354 y=0.15994 bohr, V=-0.0023772 hartree
saddle position = (2.2587966, 0.2870538) bohr
saddle energy, climbing = 0.0144490459 hartree
saddle energy, root search = 0.0144490459 hartree
saddle energy, flooding = 0.0144494 hartree
saddle energy, 12 images and k/2 = 0.0144490459 hartree
true residual force = 8.22e-13 hartree/bohr
negative curvature = -0.01382615 hartree/bohr^2
positive curvature = 0.01562052 hartree/bohr^2
tangent-mode angle = 0.3302 degrees
largest neighbour response = 1.4e-12 hartree/bohr^2
distance ratio, 35 degrees = 6.210e-03
distance ratio, 55 degrees = 1.526e+02
distance ratio, near well A = 2.241e+04
explicit step limit = 128.178 bohr^2/hartree
30-step ratio, 0.9 limit = 7.087e-04
30-step ratio, 1.1 limit = 1.359e+02
loose-run iterations = 31
loose force = 2.614e-05 hartree/bohr
loose energy error = -2.457e-08 hartree
estimated loose error = -2.457e-08 hartree
loose error bound = 2.471e-08 hartree
forward barrier = 0.01462857 hartree = 0.39806 eV
reverse barrier = 0.01682624 hartree = 0.45787 eV
```
